# Biquadratic Spin Coupling from Exchange Striction of Independent Bonds, part 1

(Sections cited here and not found follow in the second part.)

## First half: integrating over classical bond lengths

### A pair of spins that breaks the interval rule

Two spins of length \(3/2\) are joined by one elastic bond. Apart from the zero-point energy of the bond, the lowest levels of the pair for total spin \(S=0,1,2,3\) lie at \(-0.016406\), \(-0.011756\), \(-0.003056\) and \(0.008494\) eV. The successive gaps are \(0.00465\), \(0.00870\) and \(0.01155\) eV.

If the energy were a constant \(J_0\) times \(X=\mathbf S_1\cdot\mathbf S_2\), these gaps would stand in the ratio \(1:2:3\). The reason is that \(X\) takes the values \(-3.75,-2.75,-0.75,2.25\), which are separated by \(1,2,3\). Dividing each gap by its step in \(X\) should then give the same number three times. It gives instead

\[
0.00465,\qquad 0.00435,\qquad 0.00385\ \text{eV}.
\]

The slope of the energy against \(X\) falls as \(X\) rises. The midpoints of the three steps are \(X=-3.25,-1.75,0.75\). Between the first two the slope drops by \(0.00030\) eV over a distance \(1.5\), and between the last two by \(0.00050\) eV over a distance \(2.5\). Both give a rate of \(-0.00020\) eV per unit of \(X\). A constant rate of change of slope means a quadratic function, so the energy has the form \(J_0X-BX^2\) with \(2B=0.00020\) eV.

No such quadratic term was put into the spin model. The ingredients were an exchange constant that depends linearly on the bond length, and a harmonic spring. The term comes from the response of the length to the spins, and two derivations of it follow. The first treats the lengths and the spins classically. The second treats both by quantum mechanics.

### The model and its conventions

In the algebra \(\hbar=k_B=1\), so a temperature \(T\) is an energy. Numbers are in eV and angstrom. Each bond \(b\) joins two spins \(i\) and \(j\) and is counted once. Define

\[
X_b=\mathbf S_i\cdot\mathbf S_j .
\]

Let \(u_b\) be the change in length of the bond, positive when the bond gets longer, measured from the length at which the non-magnetic part of the energy is least. Expanding the exchange constant to first order about that length gives

\[
J(u_b)=J_0+g\,u_b,\qquad g=\left.\frac{dJ}{du}\right|_{u=0}.
\]

The non-magnetic energy has no linear term, by the choice of origin, and its quadratic term defines the stiffness \(K>0\). The energy is therefore

\[
H=\sum_b\left[J_0X_b+g\,u_bX_b+\frac K2u_b^2\right].
\tag{1}
\]

With this sign convention \(J_0>0\) favours antiparallel spins.

Equation (1) contains a strong assumption: the elastic energy is a sum of separate terms, and each \(u_b\) can take any value whatever the other lengths are. This is the meaning of independent bonds. It holds for a single pair and for an open chain with springs between neighbours. When each atom is also tied to a fixed site it fails, with a consequence worked out in the second half.

The example uses \(J_0=0.004\) eV, \(g=-0.04\) eV/Å, \(K=8\) eV/Å\(^2\) and \(s=3/2\). The negative \(g\) says that exchange grows when the bond shortens.

### The force balance

Take one bond and hold its spins fixed, so that \(X\) is a number. The part of the energy that contains \(u\) is \(guX+Ku^2/2\). Its derivative vanishes when

\[
gX+Ku=0,\qquad\text{so}\qquad u^*=-\frac{gX}{K}.
\tag{2}
\]

The second derivative is \(K>0\), so this is a minimum. Inserting \(u^*\) in the two terms separately shows where the energy goes:

\[
gu^*X=-\frac{g^2X^2}{K},\qquad
\frac K2(u^*)^2=\frac K2\,\frac{g^2X^2}{K^2}=+\frac{g^2X^2}{2K}.
\]

The spring takes back half of the exchange gain. The sum is

\[
-\frac{g^2X^2}{K}+\frac{g^2X^2}{2K}=-BX^2,\qquad
B=\frac{g^2}{2K}.
\tag{3}
\]

The square of \(X\) appears because \(X\) enters twice. The spins pull on the bond with a force proportional to \(X\), and the resulting displacement changes an exchange energy that is again proportional to \(X\). The slope \(g\) also enters twice, so \(B\) is positive for either sign of \(g\), and the interaction \(-BX^2\) is negative.

For an antiparallel classical pair \(X=-s^2=-2.25\), and

\[
u^*=-\frac{(-0.04)(-2.25)}{8}=-0.01125\ \text{Å}.
\]

The bond shortens, which strengthens an exchange that the antiparallel pair already profits from. A parallel pair has \(X=+2.25\) and lengthens its bond by the same amount, which weakens an exchange that costs it energy. Both pairs gain. The exchange gain is \(-0.00101\) eV and the elastic cost \(0.00051\) eV in either case.

The coefficient is

\[
B=\frac{(0.04)^2}{2\times 8}=0.00010\ \text{eV},
\]

in agreement with the value read off from the levels of the quantum pair. The energy at full alignment is \(Bs^4=0.000506\) eV, or \(5.87\) K. Compared with the bilinear energy \(J_0s^2\) it is the fraction \(Bs^2/J_0=0.056\).

### All lengths, at any temperature

Minimizing over \(u\) describes zero temperature. At a finite temperature every length occurs with its Boltzmann weight, and the effective spin energy has to be found by an integral over lengths. Complete the square first. Expanding

\[
\frac K2\left(u+\frac{gX}{K}\right)^2
=\frac K2u^2+guX+\frac{g^2X^2}{2K}
\]

and moving the last term to the other side gives

\[
\frac K2u^2+guX=\frac K2\left(u+\frac{gX}{K}\right)^2-BX^2 .
\tag{4}
\]

The weight of a given \(X\), after the integration over \(u\), is

\[
w(X)=\int_{-\infty}^{\infty}du\;
e^{-[J_0X+guX+Ku^2/2]/T}.
\]

With (4), the factors that do not contain \(u\) come out of the integral:

\[
w(X)=e^{-(J_0X-BX^2)/T}\int_{-\infty}^{\infty}du\;
e^{-K(u+gX/K)^2/(2T)} .
\]

Now put \(v=u+gX/K\). At fixed \(X\) this is a shift, so \(dv=du\) and the infinite limits do not change. The remaining Gaussian integral is \(\sqrt{2\pi T/K}\), and

\[
w(X)=\sqrt{\frac{2\pi T}{K}}\;e^{-(J_0X-BX^2)/T}.
\tag{5}
\]

The prefactor depends on temperature but not on the spins, so it cancels from every average of a spin quantity. The momenta of the atoms give another factor of the same kind, as long as the kinetic energy does not contain the spins.

For many bonds and classical spins, fix the directions of all spins. Every \(X_b\) is then a number, also when several bonds meet at one spin. The exponential of the sum (1) is a product, one factor for each bond, and each integral is of the form (5). With \(N_b\) bonds,

\[
\int\prod_b du_b\;e^{-H/T}
=\left(\frac{2\pi T}{K}\right)^{N_b/2}e^{-H_{\rm eff}/T},
\qquad
H_{\rm eff}=\sum_b\left[J_0X_b-BX_b^2\right].
\tag{6}
\]

This is the result sought. Within the model (1) with classical spins it holds at every temperature and for every strength of \(g\), since no expansion in \(g\) was made.

The coefficient \(B\) does not depend on temperature because the spins shift the centre of the Gaussian and leave its width alone. If the spins also changed the stiffness, the prefactor in (5) would depend on \(X\) and a temperature-dependent spin interaction would follow.

Equation (5) was tested by numerical integration over \(u\) with the example's \(J_0\) and \(K\), at \(12\) K and \(300\) K, for \(g=\pm0.04\) eV/Å and \(X=-2.25,-0.7,1.3,2.25\). The difference \(-T\ln[w(X)/w(0)]\) agreed with \(J_0X-BX^2\) to within \(10^{-10}\) eV in every case.

### Recovering the lengths

Integrating out the lengths does not lose them. At fixed spins, \(v=u+gX/K\) has a Gaussian distribution with mean zero and variance \(T/K\). Averaging \(u=v-gX/K\) over \(v\) and then over the spins gives

\[
\langle u_b\rangle=-\frac gK\langle X_b\rangle,\qquad
\langle u_b^2\rangle-\langle u_b\rangle^2
=\frac TK+\frac{g^2}{K^2}\left(\langle X_b^2\rangle-\langle X_b\rangle^2\right).
\tag{7}
\]

The cross term between \(v\) and \(X\) vanishes because the mean of \(v\) is zero for every spin configuration. The average length thus follows the average spin correlation, while the effective energy contains the square of the instantaneous \(X_b\). The term \(-BX_b^2\) survives when \(\langle X_b\rangle=0\), as in a disordered spin system whose bonds have no average distortion.

Equation (7) also shows how exchange striction can make an electric dipole. Consider a chain whose sites carry charges \(+q\) and \(-q\) in turn, with the pattern up, up, down, down. The bonds are alternately parallel and antiparallel, so by (2) their length changes alternate between \(+w\) and \(-w\), with \(w=-gs^2/K\). The total length is unchanged. Such an alternation results when neighbouring sites move by \(w/2\) in opposite directions. Two sites of opposite charge moving by \(w/2\) in opposite directions change the dipole by \(q(w/2)+(-q)(-w/2)=qw\) per pair of sites, up to a sign that says which bonds are the parallel ones. Moving the spin pattern by one site exchanges the two kinds of bond and reverses the dipole. The energy \(-BX^2\) is the same for both patterns. This estimate uses rigid point charges and takes the spin pattern as given: with \(J_0>0\) and nearest neighbours alone, the chain would prefer simple alternation of up and down.

### What the new term does to classical spins

For one pair at an angle \(\theta\), \(X=s^2\cos\theta\) and

\[
E(\theta)=J_0s^2\cos\theta-Bs^4\cos^2\theta .
\]

Differentiating,

\[
E'(\theta)=\sin\theta\left(-J_0s^2+2Bs^4\cos\theta\right).
\]

The bracket would vanish at \(\cos\theta=J_0/(2Bs^2)=1/(2\times0.0563)\approx8.9\), which no angle satisfies. The stationary states therefore remain the parallel and the antiparallel one, and the weak biquadratic term creates no new state of a single pair.

Its effect is larger where the bilinear term leaves a choice. Take four classical spins at the corners of a tetrahedron, with equal exchange on all six edges. Squaring the total spin gives \((\sum_i\mathbf S_i)^2=4s^2+2\sum_bX_b\), so

\[
J_0\sum_bX_b=\frac{J_0}{2}\Big(\sum_i\mathbf S_i\Big)^2-2J_0s^2 .
\]

For \(J_0>0\) this is least, at \(-2J_0s^2\), whenever the total spin is zero. Many arrangements satisfy that condition. The biquadratic term chooses among them. Since \(X_b^2\le s^4\), it cannot be lower than \(-6Bs^4\), and it reaches this value when all spins lie along one line. Two spins up and two down fulfil both conditions at once, so this state has the lowest possible energy:

\[
E_{\min}=-2J_0s^2-6Bs^4=-0.0180-0.0030=-0.0210\ \text{eV}.
\tag{8}
\]

The opposite extreme has all six \(X_b\) equal. Their sum is \(-2s^2\), so each is \(-s^2/3\), and \(\sum_bX_b^2=6s^4/9=2s^4/3\). For a given sum, the sum of squares is least when all terms are equal, so this is the least favoured state of zero total spin. It lies higher by

\[
\left(6-\frac23\right)Bs^4=\frac{16}{3}Bs^4=0.0027\ \text{eV}.
\]

Four atoms have \(12\) coordinates, of which \(6\) describe translation and rotation. The remaining \(6\) match the six edges, so small edge changes of one tetrahedron are indeed independent. In the state (8) the four antiparallel edges shorten by \(0.01125\) Å and the two parallel ones, which lie opposite each other, lengthen by as much. A free numerical minimization of (1) over all spin directions and edge lengths, from twelve random starts, found this state at \(-0.021037\) eV, against \(-0.021038\) eV from (8).

## Second half: quantum vibrations, and what each derivation assumes

The symbols carried over are these. On bond \(b\), \(X_b=\mathbf S_i\cdot\mathbf S_j\); \(u_b\) is the change of length; \(J_0+gu_b\) is the exchange constant; \(K\) is the stiffness; \(s\) is the spin length. For classical spins, integrating over classical lengths gave \(H_{\rm eff}=\sum_b(J_0X_b-BX_b^2)\) with \(B=g^2/(2K)\). The example has \(J_0=0.004\) eV, \(g=-0.04\) eV/Å, \(K=8\) eV/Å\(^2\), \(s=3/2\) and \(B=0.00010\) eV.

### One bond as a displaced oscillator

Now \(u\) is an operator with momentum \(p\), and \(X\) is an operator on the spins. With a reduced mass \(M\), one bond has

\[
H=\frac{p^2}{2M}+\frac K2u^2+guX+J_0X .
\]

The frequency is \(\omega=\sqrt{K/M}\). For two atoms of \(52\) atomic mass units each, the quantum is \(\omega=0.0359\) eV. Introduce ladder operators with \([a,a^\dagger]=1\) in the usual way:

\[
u=\frac{1}{\sqrt{2M\omega}}(a+a^\dagger)=\sqrt{\frac{\omega}{2K}}\,(a+a^\dagger),
\qquad
\frac{p^2}{2M}+\frac K2u^2=\omega a^\dagger a+\frac\omega2 .
\]

The second form of \(u\) uses \(M\omega=K/\omega\). Define the dimensionless coupling

\[
\lambda=\frac{g}{\sqrt{2K\omega}},
\qquad\text{so that}\qquad
g\sqrt{\frac{\omega}{2K}}=\omega\lambda,\quad
\omega\lambda^2=\frac{g^2}{2K}=B .
\]

The coupling term is then \(\omega\lambda X(a+a^\dagger)\). Since \(X\) acts on the spins and \(a\) on the vibration, they commute, and

\[
\omega(a^\dagger+\lambda X)(a+\lambda X)
=\omega a^\dagger a+\omega\lambda X(a+a^\dagger)+BX^2 .
\]

Solving for the first two terms on the right and inserting them in \(H\) gives

\[
H-\frac\omega2=J_0X-BX^2+\omega A^\dagger A,
\qquad A=a+\lambda X .
\tag{9}
\]

This is the operator form of completing the square.

On a single bond \(X\) commutes with \(H\), so the states can be sorted by the eigenvalue \(x\) of \(X\). For each \(x\), \(A=a+\lambda x\) is the ladder operator of an oscillator with a shifted centre. Adding a number does not change the commutator, so \([A,A^\dagger]=1\) and \(A^\dagger A\) has the eigenvalues \(n=0,1,2,\dots\) The levels are

\[
E=\frac\omega2+J_0x-Bx^2+n\omega .
\tag{10}
\]

The mass enters through \(\omega\) and has dropped out of \(B\). The shift of the centre is a static property, fixed by force and stiffness.

For classical spins, integrating over the bond lengths gives the interaction \(-BX_b^2\) with \(B=g^2/(2K)\) at every temperature, and a single bond with quantum vibrations has levels (10) with the same \(B\). It remains to compare these levels with those of the spin pair, to treat bonds that share a spin, and to examine what each derivation assumes.

Numerical values quoted here were computed with a short program.
